# Why quencher neutralization raises relative acid noise from 10 to 20 percent

**Question**

I am working on an exercise about shot noise in a chemically amplified photoresist. A small volume of resist receives on average 100 acid molecules from the exposure and contains on average 40 quencher (base) molecules. Both counts are Poisson distributed and independent. Each quencher neutralizes one acid, and the reaction runs to completion. I have to show that the relative noise of the acid rises from 10 percent to about 20 percent of the net mean.

The 10 percent is clear: $\sqrt{100}/100$. After neutralization 60 acids are left on average, so I took $\sqrt{60}/60$, which is about 13 percent. If I subtract the variances instead, $100-40=60$, I get the same answer. Where does 20 percent come from? And what happens if a volume holds more quenchers than acids? The count cannot go negative.

**Answer**

Your 13 percent assumes that the remaining acid is itself a Poisson count. It is not, because the number of acids removed is set by the quenchers and not by the number of acids present. The way to see this is to follow the difference of the two counts.

**What is being counted**

Let $A$ be the number of acids and $Q$ the number of quenchers in the volume before they react, with means $a=100$ and $q=40$. I take the volume as closed: nothing enters or leaves during the reaction. "Relative noise" means standard deviation divided by mean, taken over many volumes prepared in the same way.

For a Poisson count $N$ with mean parameter $\lambda$, the probability of $n$ is $e^{-\lambda}\lambda^n/n!$. The mean is

$$E[N]=\sum_{n\ge1} n\,e^{-\lambda}\frac{\lambda^n}{n!}=\lambda\sum_{n\ge1}e^{-\lambda}\frac{\lambda^{n-1}}{(n-1)!}=\lambda ,$$

since the last sum is the total probability, 1. In the same way, cancelling two factors of $n!$,

$$E[N(N-1)]=\lambda^2\sum_{n\ge2}e^{-\lambda}\frac{\lambda^{n-2}}{(n-2)!}=\lambda^2 .$$

Because $N^2=N(N-1)+N$, the variance is

$$\mathrm{Var}\,N=E[N^2]-E[N]^2=\lambda^2+\lambda-\lambda^2=\lambda .$$

So $\mathrm{Var}\,A=100$ and $\mathrm{Var}\,Q=40$. Before neutralization the standard deviation is 10 acids, or 10 percent of 100.

**What the reaction conserves**

Each neutralization lowers $A$ by one and $Q$ by one, so the difference $D=A-Q$ does not change. The reaction stops when one kind is used up. If $D\ge0$, the quenchers are gone and $D$ acids remain. If $D<0$, no acid remains. The remaining acid is therefore

$$R=\max(D,0).$$

Leave the cut at zero aside for a moment and look at $D$. Its mean is $E[D]=a-q=60$. For its variance, write $\delta A=A-a$ and $\delta Q=Q-q$:

$$\mathrm{Var}\,D=E[(\delta A-\delta Q)^2]=E[\delta A^2]+E[\delta Q^2]-2E[\delta A\,\delta Q].$$

The minus sign in front of $\delta Q$ disappears on squaring, which is why the variances add. The cross term vanishes because the counts are independent: $E[\delta A\,\delta Q]=E[\delta A]\,E[\delta Q]=0$. Hence

$$\mathrm{Var}\,D=a+q=140,\qquad \frac{\sqrt{\mathrm{Var}\,D}}{E[D]}=\frac{\sqrt{a+q}}{a-q}=\frac{11.83}{60}=19.7\ \%.$$

This is the "about 20 percent".

**Can the cut at zero be ignored?**

For these means it can, and a bound shows it. Define the deficit $U=\max(-D,0)$, the number of quenchers left without a partner. Then $R=D+U$, as you can check for each sign of $D$. At least one of $R$ and $U$ is zero, so $RU=0$, and squaring $D=R-U$ gives $D^2=R^2+U^2$. With $E[D^2]=140+60^2=3740$,

$$E[R]=60+E[U],$$

$$\mathrm{Var}\,R=3740-E[U^2]-(60+E[U])^2=140-E[U^2]-120\,E[U]-E[U]^2 .$$

It remains to show that $E[U]$ and $E[U^2]$ are tiny. For any $s>0$ the quantity $e^{-sD}$ is positive, and it is at least 1 when $D\le0$. Its mean is therefore at least the probability that $D\le0$. To find that mean, use $E[z^N]=\sum_n e^{-\lambda}(\lambda z)^n/n!=e^{\lambda(z-1)}$ for each Poisson count, together with independence:

$$P(D\le0)\le E[e^{-sA}]\,E[e^{sQ}]=\exp\!\left[a(e^{-s}-1)+q(e^{s}-1)\right].$$

The exponent is smallest where its derivative $-ae^{-s}+qe^{s}$ vanishes, that is at $e^{s}=\sqrt{a/q}$, or $s=0.458$. There $ae^{-s}=qe^{s}=\sqrt{aq}$, and the exponent is $2\sqrt{aq}-a-q=-(\sqrt a-\sqrt q)^2$. Thus

$$P(D\le0)\le B=e^{-(\sqrt a-\sqrt q)^2}=1.36\times10^{-6}.$$

The same exponential controls the deficit. The curve $e^x$ lies on or above its tangent at $x=1$, so $e^x\ge ex$. Setting $x=su$ gives $u\le e^{su}/(es)$. Setting $x=su/2$ and squaring gives $u^2\le(2/(es))^2e^{su}$ for $u\ge0$. When $D<0$ we have $e^{sU}=e^{-sD}$; when $D\ge0$ the deficit is zero and there is nothing to bound. Taking means,

$$E[U]\le\frac{B}{es}=1.09\times10^{-6},\qquad E[U^2]\le\left(\frac{2}{es}\right)^2B=3.50\times10^{-6}.$$

The variance of $R$ thus differs from 140 by less than $2\times10^{-4}$. Summing over the joint distribution of $A$ and $Q$ gives $1.28\times10^{-7}$ for the probability that no acid is left, comfortably below the bound, and 19.72 percent for the noise of $R$. Removing pairs one at a time in 200,000 randomly drawn volumes gives 19.73 percent.

**Why your 13 percent describes a different process**

Suppose each acid were removed independently with probability 0.4, whatever the others do. Let $L$ be the number lost. For a given $A$, $L$ has mean $0.4A$ and variance $0.4\times0.6\,A$. The total variance is the mean of the conditional variance plus the variance of the conditional mean:

$$\mathrm{Var}\,L=0.24\times100+0.4^2\times100=24+16=40 .$$

The number lost fluctuates just as much as the quencher count does. The difference is that $L$ is now correlated with $A$: a volume with more acids loses more of them. Since the mean of $L$ at given $A$ is $0.4A$, the covariance is $0.4\,\mathrm{Var}\,A=40$, and

$$\mathrm{Var}(A-L)=100+40-2\times40=60 .$$

That gives $\sqrt{60}/60=12.9$ percent, your number. In neutralization the covariance is absent. A volume that happens to have 110 acids loses 40 on average, and so does one that has 90. The surplus or shortage is passed on in full to a smaller remainder.

**Which part of the rise comes from what**

The ratio of the noise after to the noise before splits into two factors:

$$\frac{\sqrt{a+q}/(a-q)}{1/\sqrt a}=\frac{a}{a-q}\,\sqrt{\frac{a+q}{a}}=1.667\times1.183=1.972 .$$

The first factor comes from the smaller mean. If every volume held 40 quenchers without fluctuation, the standard deviation would stay at 10 acids and the noise would already be $10/60=16.7$ percent. The second factor comes from the randomness of the quencher count, which takes 16.7 to 19.7 percent. The first factor is the larger for every loading $x=q/a$ between 0 and 1, because $1/(1-x)>1+x>\sqrt{1+x}$.

This also tells you how to read the 20 percent. It does not mean that the volume behaves as if its dose were uncertain by 20 percent. Keep the mean quencher count fixed and raise the mean acid yield by 1 percent, which is one acid. The net mean then rises by $1/60$, or 1.67 percent: the signal responds more strongly too. Expressed as an equivalent error in acid yield, the noise is $19.72/1.667=11.8$ percent, compared with 10 percent without quencher. By that measure, the cost is the factor 1.183 alone.

**Other loadings, and where the formula fails**

In terms of $x=q/a$ the result reads

$$\frac{\sqrt{a+q}}{a-q}=\frac{1}{\sqrt a}\,\frac{\sqrt{1+x}}{1-x}.$$

At fixed $x$ the noise falls as $1/\sqrt a$, so a volume twice as large has a noise smaller by $\sqrt2$. At fixed $a=100$, the distribution of $R$ gives:

- $q=0$: 10.0 percent
- $q=20$: 13.7 percent
- $q=40$: 19.7 percent
- $q=60$: 31.6 percent

As $q$ approaches $a$ the formula diverges, but the noise of $R$ does not, because the deficit $U$ is no longer rare. Take $q=a$ with both large, so that $D$ is close to a normal variable with mean zero and variance $\sigma^2=2a$. Then

$$E[R]=\int_0^\infty \frac{x\,e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx=\frac{\sigma}{\sqrt{2\pi}},\qquad E[R^2]=\frac{\sigma^2}{2},$$

the second because half of $E[D^2]$ comes from positive $D$. The squared relative noise is $E[R^2]/E[R]^2-1=\pi-1$, so at $q=a$ the noise is about 146 percent. It keeps rising when $q$ exceeds $a$, because acid then survives in ever fewer volumes. The simple formula needs $a-q$ to be several times $\sqrt{a+q}$. In your exercise the ratio is about 5.

**How this compares with a real resist**

Take a cube of 10 nm edge at the top of a resist film exposed with extreme ultraviolet light of 13.5 nm wavelength. Your counts then correspond to 0.10 acids and 0.04 quenchers per nm³. With an absorption coefficient of 5 per µm and two acids per absorbed photon (all of these are rough typical values), 100 acids require 50 absorbed photons. The cube absorbs a fraction $1-e^{-0.05}=0.0488$ of the light falling on its 100 nm² face, so the incident number is $50/(100\times0.0488)\approx10$ photons per nm². At 91.8 eV per photon this is a dose of about 15 mJ/cm², on the low side of the few tens of mJ/cm² that are roughly usual. Of the exposure effects estimated below, the one that can be largest is that acids are born in groups, so that their count is not Poisson distributed; with the numbers used here, this raises the 19.7 percent to at most about 31 percent, and to less when the acids of one photon are spread over a few nm. Migration of the acids after neutralization pulls the other way. The estimates are as follows.

*Acids born in groups.* Let each absorbed photon produce a Poisson number of acids with mean $g=2$, all inside the cube. For $n$ absorbed photons the acid count has mean $gn$ and variance $gn$. With $n$ itself Poisson with mean $a/g=50$,

$$\mathrm{Var}\,A=g\,\frac ag+g^2\,\frac ag=a(1+g)=300 .$$

The noise before neutralization is then 17.3 percent rather than 10, and afterwards it is $\sqrt{300+40}/60=30.7$ percent. For this Poisson yield per photon, keeping all the acids of a photon inside one cube gives the strongest grouping. Electrons released by a photon can also create acids beyond the cube's faces, which weakens the correlation within the cube, and for a 10 nm cube the weakening is large. If each acid is born at a Gaussian displacement from the absorption site of 2 nm rms along each axis, the net noise is about 25 percent; with 4 nm it is about 22 percent. The 30.7 percent is thus an upper limit for this yield model.

*A fixed number of acid generators.* If the cube holds 300 generator molecules, without fluctuation, and each is converted independently with probability $1/3$, the acid variance is $300\times\frac13\times\frac23=66.7$. The net noise falls to $\sqrt{106.7}/60=17.2$ percent. This gain depends on the generator number being the same in every cube. If that number were itself Poisson distributed with mean 300, the acid count would be Poisson again and the noise would return to 19.7 percent.

*Incomplete neutralization.* If each quencher has an independent 5 percent chance of being inactive, the active ones are Poisson with mean 38. (The calculation of $\mathrm{Var}\,L$ above shows the pattern: independent selection from a Poisson count leaves the variance equal to the mean.) The noise becomes $\sqrt{138}/62=18.9$ percent.

*Migration.* Divide the resist into equal cubes, let neutralization finish in each, and then let the surviving acids wander independently. Before they move, each cube has mean $m=60$ and variance $V$. Let $p_j$ be the chance that an acid from cube $j$ ends in the cube we watch. For a given number $N_j$ of survivors in cube $j$, the arrivals have mean $p_jN_j$ and variance $p_j(1-p_j)N_j$. Their total variance is

$$p_j(1-p_j)m+p_j^2V=p_jm+p_j^2(V-m).$$

Cubes are independent, so these variances add. In a uniform lattice the $p_j$ sum to 1, because arriving from a given offset is as likely as leaving by the opposite one. Therefore

$$\mathrm{Var}=m+(V-m)\sum_jp_j^2 .$$

Let the acids start evenly spread over their cube and make Gaussian displacements of 5 nm rms along each axis. Averaging over the starting point, an acid has, along one axis, a chance of 0.6095 to end in its own layer of cubes, 0.1910 for each of the two neighbouring layers and 0.0042 for each of the two layers next to those. Layers farther away contribute almost nothing. The squares of these chances sum to 0.4445. The three axes are independent, so $\sum_jp_j^2=0.4445^3=0.0878$. With $V=140$ the variance drops to $60+80\times0.0878=67.0$ and the noise to 13.6 percent. With grouped acids, $V=340$, it drops to 84.6 and the noise to 15.3 percent. Simulating the moving acids on a periodic lattice of $12\times12\times12$ cubes, repeated 20 times, gives variances of 66.5 and 83.6, in agreement within a sampling error of about one percent. This lattice has no surface, so the figures apply inside the film. For a cube at the top, a surface that turns the acids back weakens the averaging. With equal mean counts in all layers, the noise there is about 14.0 percent, or 16.5 percent with grouped acids.

So with enough migration after neutralization the count does drift towards your 13 percent, but for a different reason: the acids in the cube at a given moment have been gathered from many cubes, and their original surpluses and shortages have largely averaged out. The order matters. If independent Poisson acids moved first and were neutralized afterwards within each cube, their variance before neutralization would still be 100 (put $V=m=100$ in the formula above), and the noise would be 19.7 percent again. In a real bake the two processes overlap in time, so the two-stage estimate is a guide only when most of the neutralization happens before most of the migration. Nor is any of these percentages a defect rate. That would need the number of chemical events each acid causes along its path and the threshold at which the resist dissolves, neither of which is in this model.

For the exercise as set, with a closed volume, independent Poisson counts and complete neutralization, the answer is $\sqrt{140}/60$. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
Cube edge: 10 nm
Acid density: 0.10 per nm^3
Quencher density: 0.04 per nm^3
Mean acids a: 100; mean quenchers q: 40
Wavelength: 13.5 nm
Photon energy: 91.8 eV
Absorption coefficient: 5 per um
Acids per absorbed photon: 2
Mean absorbed photons in cube: 50
Incident photons: 10.25 per nm^2
Implied dose: 15.1 mJ/cm^2
Acid standard deviation before: 10.00
Relative noise before: 10.00 %
Net mean, exact sum: 60.0000
Net variance, exact sum: 140.0000
Net standard deviation: 11.83
Relative noise after, exact sum: 19.72 %
Relative noise after, formula: 19.72 %
Relative noise after, pair removal sample: 19.73 %
Probability of no acid left: 1.28e-07
Bound on that probability: 1.36e-06
Parameter s of the bound: 0.458
Mean deficit E[U]: 2.04e-07; bound 1.09e-06
Mean square deficit E[U^2]: 8.24e-07; bound 3.50e-06
Noise with quencher count fixed: 16.67 %
Factor from smaller mean: 1.667
Factor from quencher fluctuation: 1.183
Total factor: 1.972
Noise for independent removal, sample: 12.94 %
Noise for independent removal, formula: 12.91 %
Net change per 1 % acid yield change: 1.667 %
Noise as equivalent dose error: 11.83 %
Noise at mean quencher count 0: 10.00 %
Noise at mean quencher count 20: 13.69 %
Noise at mean quencher count 40: 19.72 %
Noise at mean quencher count 60: 31.60 %
Grouped acids, variance before: 300.0
Grouped acids, noise before: 17.32 %
Grouped acids, noise after: 30.73 %
Fixed generator count: 300
Fixed generators, noise after: 17.21 %
Inactive quencher share: 5 %
Inactive quenchers, net mean: 62.00
Inactive quenchers, noise after: 18.95 %
Migration per axis: 5 nm rms
Sum of squared arrival probabilities: 0.0878
Migration, single acids, variance formula: 67.0
Migration, single acids, variance simulated: 66.5
Migration, single acids, noise: 13.65 %
Migration, grouped acids, variance formula: 84.6
Migration, grouped acids, variance simulated: 83.6
Migration, grouped acids, noise: 15.33 %
```
